# Activation energy of oxygen jumps in niobium from two Snoek peaks

## Problem

Oxygen dissolved in niobium makes the metal absorb a little energy from a mechanical vibration. Measured against temperature at fixed frequency, the loss passes through a maximum, the Snoek peak. In one specimen the peak lies at $T_1=422$ K for $f_1=1$ Hz and at $T_2=455$ K for $f_2=10$ Hz.

(a) Relate the relaxation time $\tau$ of the oxygen populations to the jump rate of one oxygen atom.

(b) Derive the loss as a function of $\omega\tau$, where $\omega=2\pi f$, and find the condition for the peak.

(c) Show that the activation energy of the jump is about 1.15 eV, and find the prefactor $\tau_0$ in $\tau=\tau_0e^{E/kT}$.

(d) Find the width of the 1 Hz peak and predict the peak temperature at 100 Hz.

(e) Determine how far the energy can be trusted.

Assume dilute oxygen, a small stress, and constant $E$ and $\tau_0$. Energies are in eV, with $k=8.6173\times10^{-5}$ eV/K.

## Solution

### (a) From one jump to the relaxation time

Niobium is body-centred cubic, with cube edge $a$. Oxygen occupies the octahedral sites, which lie at the face centres and edge midpoints of the cube. Each has two nearest metal atoms, on opposite sides at distance $a/2$. The line joining them is the short axis of the site, and it points along $x$, $y$ or $z$. The sites thus form three sublattices of equal size.

Take the face centre $(\tfrac12,\tfrac12,0)a$. Its nearest metal atoms are at $(\tfrac12,\tfrac12,\pm\tfrac12)a$, so it is a $z$ site. Its nearest octahedral neighbours, at distance $a/2$, are

- $(\tfrac12,0,0)a$ and $(\tfrac12,1,0)a$, which are $x$ sites;
- $(0,\tfrac12,0)a$ and $(1,\tfrac12,0)a$, which are $y$ sites.

Every jump therefore changes the sublattice. Let $w$ be the jump rate to one particular neighbour, and $p_x,p_y,p_z$ the fractions of oxygen on the sublattices, with $p_x+p_y+p_z=1$. An atom leaves a $z$ site at the rate $4w$, and an atom on an $x$ or $y$ site enters the $z$ sublattice at the rate $2w$:

$$
\frac{dp_z}{dt}=-4wp_z+2w(p_x+p_y)=-4wp_z+2w(1-p_z)=-6w\left(p_z-\tfrac13\right).
$$

A deviation from $1/3$ decays as $e^{-6wt}$, so

$$
\tau=\frac1{6w}.
$$

If $w=w_0e^{-E/kT}$, then $\tau=\tau_0e^{E/kT}$ with $\tau_0=1/(6w_0)$. The factor 6 affects the prefactor but not the energy: the activation energy of $\tau$ is that of a single jump. The mean stay on a site is $1/(4w)=\tfrac32\tau$.

### (b) The loss and its maximum

Let a stress lower the energy of the $z$ sites by $s(t)$ relative to the other two sublattices. Suppose first that the saddle points between sites do not move. The barrier for leaving a $z$ site then grows by $s$, and

$$
\frac{dp_z}{dt}=2w(1-p_z)-4we^{-s/kT}p_z .
$$

Write $p_z=\tfrac13+q$ and $e^{-s/kT}\approx1-s/kT$, and drop the product $qs$, which is of second order:

$$
\frac{dq}{dt}=2w\left(\tfrac23-q\right)-4w\left(\tfrac13+q\right)+\frac{4w}{3}\frac{s}{kT}
=-6w\left(q-\frac{2}{9}\frac{s}{kT}\right).
$$

With $\chi=2/(9kT)$ this reads

$$
\tau\frac{dq}{dt}=-q+\chi s .
$$

A stress-induced shift of a saddle point changes the forward and backward rates across it by the same factor. To zeroth order the populations on both sides are equal, so the two changes in flux cancel at first order and the equation stands.

For $s=s_0\sin\omega t$, try $q=A\sin\omega t-B\cos\omega t$. Comparing the coefficients of sine and cosine gives

$$
\omega\tau B=-A+\chi s_0,\qquad \omega\tau A=B .
$$

Inserting the second equation into the first gives $A(1+\omega^2\tau^2)=\chi s_0$, hence

$$
B=\chi s_0\frac{\omega\tau}{1+\omega^2\tau^2}.
$$

When a fraction $dq$ of the oxygen moves to $z$ sites, the crystal strains and the applied stress does the work $s\,dq$ per oxygen atom. Over one cycle the term with $A$ averages to zero, because it contains $\sin\omega t\cos\omega t$. The term with $B$ remains:

$$
W=\oint s\,dq=s_0\omega B\int_0^{2\pi/\omega}\sin^2\omega t\,dt=\pi s_0B
=\pi\chi s_0^2\frac{\omega\tau}{1+\omega^2\tau^2}.
$$

The loss $Q^{-1}$ is $W$ divided by $2\pi U$, where $U$ is the maximum stored elastic energy per oxygen atom:

$$
Q^{-1}=\Delta\,\frac{\omega\tau}{1+\omega^2\tau^2},\qquad
\Delta=\frac{\chi s_0^2}{2U}=\frac{s_0^2}{9kTU}.
$$

Both $s_0^2$ and $U$ grow as the square of the stress, so $\Delta$ does not depend on the amplitude. At fixed elastic modulus and oxygen content it varies as $1/T$. This slow variation is ignored for now and restored in (e). The formula also needs $\Delta\ll1$, because $U$ was taken as purely elastic while the in-phase response $A$ adds to the strain. Relative to the elastic strain, the in-phase part is $1+\Delta/(1+\omega^2\tau^2)$ and the lagging part is $\Delta\,\omega\tau/(1+\omega^2\tau^2)$. Their ratio, the measured loss tangent, is $\Delta\,\omega\tau/(1+\Delta+\omega^2\tau^2)$, largest at $\omega\tau=\sqrt{1+\Delta}$. For dilute oxygen the difference is dropped; its size is estimated in (e).

Set $x=\ln\omega\tau$. Then

$$
\frac{\omega\tau}{1+\omega^2\tau^2}=\frac1{e^{-x}+e^{x}}=\frac1{2\cosh x},
$$

which is largest at $x=0$. The peak condition is

$$
\omega\tau=1 .
$$

The two limits explain why there is a peak. On the cold side $\omega\tau\gg1$: the atoms hardly move within a cycle, and the loss falls as $1/(\omega\tau)\propto e^{-E/kT}$. On the hot side $\omega\tau\ll1$: the populations follow the stress almost in phase, and the loss falls as $\omega\tau\propto e^{E/kT}$.

### (c) Activation energy and prefactor

The logarithm of the peak condition, written for each peak, is

$$
\ln(2\pi f_1\tau_0)+\frac{E}{kT_1}=0,\qquad
\ln(2\pi f_2\tau_0)+\frac{E}{kT_2}=0 .
$$

Subtracting the first from the second removes $2\pi$ and $\tau_0$:

$$
\ln\frac{f_2}{f_1}=\frac Ek\left(\frac1{T_1}-\frac1{T_2}\right),
\qquad
E=\frac{k\ln(f_2/f_1)}{1/T_1-1/T_2}.
$$

The sign is right: a higher frequency needs faster jumps, hence a higher temperature, and both sides are positive. The numbers are

$$
\frac1{T_1}-\frac1{T_2}=(2.369668-2.197802)\times10^{-3}\ \text{K}^{-1}=1.7187\times10^{-4}\ \text{K}^{-1},
$$

$$
k\ln10=1.98421\times10^{-4}\ \text{eV/K},
$$

$$
E=\frac{1.98421\times10^{-4}}{1.7187\times10^{-4}}\ \text{eV}=1.1545\ \text{eV}\approx1.15\ \text{eV},
$$

or about 111 kJ/mol. This is the required result.

At the 1 Hz peak, $\tau=1/(2\pi f_1)=0.159$ s and $E/kT_1=31.748$. Therefore

$$
\tau_0=0.1592\ \text{s}\times e^{-31.748}=2.6\times10^{-15}\ \text{s}.
$$

At 422 K the jump rate to one neighbour is $w=1/(6\tau)=1.05\ \text{s}^{-1}$, and an oxygen atom stays on a site for 0.24 s on average. A slow vibration thus reveals the average rate of atomic jumps, here about four per second for each oxygen atom.

### (d) Width and a prediction

At half height $\cosh x=2$, so $x=\pm\operatorname{arcosh}2$. For the 1 Hz peak $x=(E/k)(1/T-1/T_1)$, which gives

$$
\frac1T=\frac1{T_1}\pm\frac kE\operatorname{arcosh}2 .
$$

The half-height temperatures are 405.2 K and 440.3 K, a full width of 35.1 K. For a measured peak temperature $T_1$, the width depends only on $E$, and $\tau_0$ need not be known. One well-resolved peak therefore gives a second estimate of the energy. A peak wider than the uncertainty of $E$ allows would contradict the assumption of a single relaxation time.

For 100 Hz, the formula of (c) applied to the new peak and the 10 Hz peak gives

$$
\frac1{T_3}=\frac1{T_2}-\frac{k\ln10}{E},\qquad T_3=493.6\ \text{K}.
$$

The second decade of frequency moves the peak by 38.6 K, the first by 33 K. Equal factors of frequency give equal steps in $1/T$, and these become longer steps in $T$ as the temperature rises.

### (e) How far the energy can be trusted

**Temperature readings.** Write $E=k\ln(f_2/f_1)\,T_1T_2/(T_2-T_1)$ and differentiate its logarithm:

$$
\frac1E\frac{\partial E}{\partial T_1}=\frac1{T_1}+\frac1{T_2-T_1}=\frac{T_2}{T_1(T_2-T_1)},
$$

$$
\frac1E\frac{\partial E}{\partial T_2}=\frac1{T_2}-\frac1{T_2-T_1}=-\frac{T_1}{T_2(T_2-T_1)}.
$$

The slopes are $+0.0377$ and $-0.0324$ eV/K. Independent errors of 1 K in the two readings combine to

$$
\sqrt{0.0377^2+0.0324^2}\ \text{eV}=0.050\ \text{eV}.
$$

If the two errors are opposed, $E$ can lie anywhere from 1.09 to 1.23 eV. The prefactor suffers far more, because $E$ enters it through an exponential: it then ranges from $1.5\times10^{-14}$ s at the low energy to $3.6\times10^{-16}$ s at the high one. An error common to both readings does little harm: if both are raised by 1 K, $E$ rises by 0.005 eV.

The small difference $T_2-T_1$ in the denominators is the weak point. Using the peaks at 1 and 100 Hz would widen it from 33 K to about 72 K and roughly halve the error.

**Frequency.** A frequency ratio 1 % higher raises $E$ by 0.005 eV.

**Relaxation strength.** Now restore $\Delta\propto1/T$. With $\beta=1/kT$ and $x=\ln(\omega\tau_0)+E'\beta$, the loss is proportional to $\beta/\cosh x$. Here $E'$ is the energy inferred with this correction. Setting the derivative of the logarithm with respect to $\beta$ to zero gives

$$
\frac1\beta-E'\tanh x=0,\qquad \tanh x=\frac{kT}{E'} .
$$

The right side is about 0.03, so $x\approx kT/E'$ and the peak lies slightly on the cold side of $\omega\tau=1$. Subtracting the expressions for $x$ at the two peaks,

$$
E'(\beta_1-\beta_2)=\ln\frac{f_2}{f_1}+x_1-x_2\approx\ln\frac{f_2}{f_1}-\frac{k(T_2-T_1)}{E'} .
$$

Divide by $\beta_1-\beta_2$. In the small last term, replace $E'$ by $E$ and use $E(\beta_1-\beta_2)=\ln(f_2/f_1)$:

$$
E'\approx E-\frac{k(T_2-T_1)}{\ln(f_2/f_1)}=1.1545\ \text{eV}-0.0012\ \text{eV}=1.1533\ \text{eV}.
$$

The correction is about a thousandth of $E$, far below the effect of a 1 K error.

**Oxygen atoms close together.** There are three octahedral sites per metal atom, and 26 others within one cube edge of a given site. With 0.01 oxygen atoms per niobium atom placed at random, the expected number of close companions is $26\times0.01/3=0.087$. Take this as the share of atoms with a slower jump, and give them a barrier higher by a rough 0.05 eV with the same $\tau_0$. The maximum of the summed loss at 1 Hz then moves up by 0.57 K, while the energy inferred from the two maxima falls by 0.001 eV. At 0.001 oxygen atoms per niobium atom the peak moves by 0.05 K.

**Tunnelling.** Near its top, treat the barrier as an inverted parabola with a rough frequency $\nu=10$ THz. The transmission probability at energy $\epsilon$ above the top is $1/(1+e^{-2\pi\epsilon/h\nu})$. Averaging it with the Boltzmann weight multiplies the classical rate by

$$
\kappa=\int_{-\infty}^{\infty}\frac{e^{-y}\,dy}{1+e^{-2\pi y/u}}=\frac{u/2}{\sin(u/2)},\qquad u=\frac{h\nu}{kT}<2\pi,
$$

where $y=\epsilon/kT$. The integral follows from $\int_{-\infty}^{\infty}e^{-bt}/(1+e^{-t})\,dt=\pi/\sin\pi b$ with $t=2\pi y/u$ and $b=u/2\pi$. The factor is 1.056 at 422 K and 1.048 at 455 K. Since $\tau$ is divided by $\kappa$, the peak condition gains a term $-\ln\kappa$, and the inferred barrier rises by

$$
\frac{\ln(\kappa_1/\kappa_2)}{\beta_1-\beta_2}=0.004\ \text{eV}.
$$

For small $u$, $\kappa\approx1+u^2/24$. A real vibration of frequency $\nu'$ has a quantum partition function smaller than the classical one by the factor $(u'/2)/\sinh(u'/2)\approx1-u'^2/24$, with $u'=h\nu'/kT$. Each vibration in the well therefore raises the rate by about $u'^2/24$, and each real vibration at the saddle lowers it by about as much. For frequencies near $\nu$ these corrections are of similar order to the tunnelling term; they are left out. This figure is therefore a measure of size, not a correction to apply.

**Linear response.** For a rough strain amplitude of $10^{-5}$ and modulus of 100 GPa, the stress is 1 MPa. Multiply it by the volume per metal atom, $a^3/2$ with $a\approx0.33$ nm, and by a rough factor 0.5 for the difference in strain that oxygen causes along and across its short axis. The result is $s_0/kT_1\approx0.0015$, small enough for the expansion in (b). The same numbers fix $\Delta$. With stress $\sigma$, modulus $M$, $v=a^3/2$ and $c$ oxygen atoms per niobium atom, $s_0=0.5\,\sigma v$ and $U=\sigma^2v/(2Mc)$, so $\Delta=\tfrac29\,c\,(0.5)^2Mv/kT_1\approx17c$. At $c=0.001$ this is 0.017, and the condition $\omega\tau=\sqrt{1+\Delta}$ moves the 1 Hz peak about 0.1 K colder. At $c=0.01$ it is 0.17: the peak moves about 1 K colder and the energy inferred from the two maxima falls by about 0.003 eV, more than the effect of close pairs estimated above.

**The real metal.** The given peaks are in the range known for oxygen in niobium, where the activation energy is roughly 1.1 to 1.2 eV and the prefactor a few femtoseconds. In real specimens, interactions between dissolved atoms can broaden and shift the peak. In the simple model above, with random placement and an unchanged $\tau_0$, this moves the energy by about 0.001 eV, and doubling the oxygen content to 0.02 per niobium atom roughly doubles the shift. A higher extra barrier need not increase it: in this model a much slower process forms a separate peak at higher temperature and hardly disturbs the main one. The sign and size of the shift depend on the assumptions. If the extra 0.05 eV is a binding energy that draws the atoms together, the share of pairs at 0.01 oxygen per niobium rises to about 0.27 and the energy moves by about $+0.007$ eV; a pair prefactor four times smaller gives about $+0.004$ eV. These figures indicate a size and do not describe a particular specimen. With independent errors of 1 K (one standard deviation) in the two readings and dilute oxygen, the two peaks support $E=1.15\pm0.05$ eV. The numerical output below gives the values in full.

## Calculated quantities

```
Boltzmann constant k = 8.617333e-05 eV/K
Peak 1: T1 = 422 K at f1 = 1 Hz
Peak 2: T2 = 455 K at f2 = 10 Hz
1/T1 = 2.369668e-03 1/K, 1/T2 = 2.197802e-03 1/K
1/T1 - 1/T2 = 1.7187e-04 1/K
ln(f2/f1) = 2.30259
k ln(f2/f1) = 1.98421e-04 eV/K
Activation energy E = 1.1545 eV
E per mole = 111.4 kJ/mol
Neighbour sites on each other sublattice = 2
Population decay rate / w = 6.000
tau at peak 1 = 0.1592 s, at peak 2 = 0.01592 s
E/(k T1) = 31.748, E/(k T2) = 29.445
tau0 = 2.59e-15 s
Jump rate per neighbour w at T1 = 1.047 1/s
Mean stay on a site at T1 = 0.239 s
Half-height temperatures at 1 Hz = 405.2 K and 440.3 K
Full width at half height at 1 Hz = 35.1 K
Predicted peak at 100 Hz = 493.6 K
dE/dT1 = 0.0377 eV/K, dE/dT2 = -0.0324 eV/K
Independent 1 K errors: E uncertain by 0.050 eV
Opposed 1 K errors: E from 1.088 to 1.229 eV
  tau0 then from 3.6e-16 to 1.5e-14 s
Both readings 1 K higher: E changes by +0.0053 eV
Frequency ratio 1 % higher: E changes by +0.0050 eV
k T1/E = 0.0315, k T2/E = 0.0340
Strength as 1/T: E changes by -0.00124 eV to 1.1533 eV
Octahedral sites within one cube edge = 26
Rough extra barrier near another oxygen = 0.05 eV
O per Nb 0.001: share with close O = 0.0087, 1 Hz peak shift +0.051 K, apparent E shift -0.00011 eV
O per Nb 0.010: share with close O = 0.0867, 1 Hz peak shift +0.567 K, apparent E shift -0.00122 eV
Rough barrier frequency = 10 THz
Tunnelling rate factor = 1.0560 at T1, 1.0479 at T2
Tunnelling: inferred barrier changes by +0.0039 eV
Rough strain amplitude = 1e-05, modulus = 100 GPa
Rough cube edge = 0.33 nm, dipole difference = 0.5
Stress energy s0/(k T1) = 1.54e-03
```
